**Full Penn algorithm: optical recovery and f-sum conservation**

The program builds the loss function $S(q,\omega)$ by weighting Lindhard loss functions of plasma energy $W$ with $g(W)=2S_0(W)/(\pi W)$, where $S_0$ is the optical loss, $q$ the momentum transfer and $\omega$ the energy loss. The input is a rough PMMA-like stand-in table, not measured data. The program asserts that the closed Lindhard function agrees with a contour integral of its definition, that the pole slope agrees with a finite difference, and that single gases obey the f-sum rule. It also asserts recovery of the input at small $q$, including the coefficient of the leading $q^2$ correction. The complete output is compared with independent superpositions at imaginary frequency and with the closed static response. From 2 to 40 nm$^{-1}$ the f-sum stays at 40.000 electrons per monomer, with a largest relative error of $5.9\times10^{-6}$. Over the same range the plasmon-pole share of that sum falls from 100.00% to 0.40%. The output also sizes the missing core electrons, the false loss below the gap, a Hubbard exchange correction and the thermal energy.

## Verification by program

```python
"""Full Penn algorithm for the inelastic response of a resist.

Result under test: the superposition
    S(q,w) = integral dW g(W) Im[-1/eps_L(q,w;W)],  g(W) = 2 S0(W)/(pi W),
returns the optical loss S0(w) as q -> 0 and keeps integral w S(q,w) dw
equal to integral W S0(W) dW at every q.
q: momentum, w: energy loss, W: plasma energy of one electron gas,
eps_L: Lindhard function, S0: optical loss table. Hartree atomic units inside.
The table is a rough PMMA-like stand-in for measured data.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.interpolate import PchipInterpolator
from scipy.optimize import brentq

PI = np.pi
HARTREE_EV = const.physical_constants["Hartree energy in eV"][0]
BOHR_M = const.physical_constants["Bohr radius"][0]
BOHR_NM = BOHR_M * 1e9


def composite_gauss(edges, order):
    x, weight = np.polynomial.legendre.leggauss(order)
    edges = np.asarray(edges, float)
    half = np.diff(edges) / 2
    middle = (edges[1:] + edges[:-1]) / 2
    nodes = middle[:, None] + half[:, None] * x
    return nodes.ravel(), (half[:, None] * weight).ravel()


def fermi_momentum(plasma):
    return (0.75 * PI * plasma**2) ** (1 / 3)


def log_ratio(t):
    return np.log(np.abs((t + 1) / (t - 1)))


def lindhard(q, w, plasma):
    """Real and imaginary parts of the Lindhard function, closed form."""
    kf = fermi_momentum(plasma)
    a = (w / q - q / 2) / kf
    b = (w / q + q / 2) / kf
    bracket = (1 - b**2) * log_ratio(b) - (1 - a**2) * log_ratio(a)
    real = 1 + 4 * kf / (PI * q**2) * (0.5 + kf / (4 * q) * bracket)
    imag = kf**2 / q**3 * (np.maximum(1 - a**2, 0) - np.maximum(1 - b**2, 0))
    return real, imag


def pole_slope(q, w, plasma):
    """Magnitude of d(eps_L)/d(plasma energy) above the pair continuum."""
    kf = fermi_momentum(plasma)
    a = (w / q - q / 2) / kf
    b = (w / q + q / 2) / kf
    return 4 * kf**2 / (3 * PI * q**3 * plasma) * (log_ratio(a) - log_ratio(b))


def lindhard_by_contour(q, w, plasma):
    """Occupied-state integral, with paths that pass the poles causally."""
    kf = fermi_momentum(plasma)
    x, weight = np.polynomial.legendre.leggauss(240)
    upper = kf * np.exp(1j * PI / 2 * (1 - x))
    step_upper = -1j * upper * PI / 2 * weight
    lower, step_lower = upper.conj(), step_upper.conj()
    first = np.sum((kf**2 - lower**2) / (w - q*q/2 - q*lower) * step_lower)
    second = np.sum((kf**2 - upper**2) / (w + q*q/2 + q*upper) * step_upper)
    return 1 - 4 * PI / q**2 * (first - second) / (4 * PI**2)


def lindhard_imaginary(q, frequency, plasma):
    """eps_L at an imaginary frequency from the occupied-state integral."""
    kf = fermi_momentum(plasma)[:, None]
    x, weight = np.polynomial.legendre.leggauss(240)
    k = kf * x
    pair_energy = q**2 / 2 + q * k
    kernel = -2 * pair_energy / (frequency**2 + pair_energy**2)
    chi = np.sum((kf**2 - k**2) * kernel * kf * weight, axis=1) / (4 * PI**2)
    return 1 - 4 * PI / q**2 * chi


# ---- Stand-in optical table, scaled to electron count and refractive index
density_g_cm3 = 1.2
refractive_index = 1.5
gap_ev, end_ev = 5.0, 280.0
feature_energy_ev = (21.0, 38.0)
feature_width_ev = (16.0, 40.0)
onset_width_ev = 3.0
valence_electrons = 5 * 4 + 8 * 1 + 2 * 6
core_electrons = 5 * 2 + 2 * 2
monomer_mass = 5 * 12.011 + 8 * 1.008 + 2 * 15.999
monomer_density = (density_g_cm3 * 1000 / (monomer_mass * const.atomic_mass)
                   * BOHR_M**3)
GAP, END = gap_ev / HARTREE_EV, end_ev / HARTREE_EV


def feature(w, number):
    center = feature_energy_ev[number] / HARTREE_EV
    width = feature_width_ev[number] / HARTREE_EV
    onset = 1 - np.exp(-((w - GAP) * HARTREE_EV / onset_width_ev) ** 2)
    return onset * width * w / ((w**2 - center**2) ** 2 + (width * w) ** 2)


table_ev = np.concatenate([np.arange(5, 60, 0.5), np.arange(60, 281, 2.0)])
table_w = table_ev / HARTREE_EV
table_w[0], table_w[-1] = GAP, END
W_nodes, W_weights = composite_gauss(table_w, 5)
moments = np.array([[2 / PI * np.sum(W_weights * W_nodes**p
                    * feature(W_nodes, j)) for j in (0, 1)] for p in (1, -1)])
targets = np.array([4 * PI * monomer_density * valence_electrons,
                    1 - 1 / refractive_index**2])
strengths = np.linalg.solve(moments, targets)
assert np.all(strengths > 0)
table_loss = sum(strengths[j] * feature(table_w, j) for j in (0, 1))
spline = PchipInterpolator(table_w, table_loss)
spline_slope = spline.derivative()


def optical_loss(w):
    inside = (w >= GAP) & (w <= END)
    return np.where(inside, spline(np.clip(w, GAP, END)), 0.0)


def penn_weight(plasma):
    return 2 * optical_loss(plasma) / (PI * plasma)


# ---- The algorithm: continuum integral plus plasmon pole
LOG_NODES, LOG_WEIGHTS = composite_gauss(np.linspace(0, 24, 41), 12)
LOG_FRACTION = np.exp(-LOG_NODES)


def full_penn(q, w):
    """Continuum and pole parts of S(q,w) for an array of losses."""
    w = np.asarray(w, float)
    a = w / q - q / 2
    threshold = np.sqrt(4 / (3 * PI)) * np.abs(a) ** 1.5
    continuum, pole = np.zeros_like(w), np.zeros_like(w)

    start = np.maximum(threshold, GAP)
    use = np.flatnonzero(start < END)
    if use.size:
        distance = (END - start[use])[:, None] * LOG_FRACTION
        plasma = start[use][:, None] + distance
        real, imag = lindhard(q, w[use][:, None], plasma)
        integrand = penn_weight(plasma) * imag / (real**2 + imag**2)
        continuum[use] = np.sum(integrand * distance * LOG_WEIGHTS, axis=1)

    high = np.minimum(threshold * (1 - 1e-12), END)
    use = np.flatnonzero((a > 0) & (high > GAP))
    if use.size:
        at_gap = lindhard(q, w[use], GAP)[0]
        at_high = lindhard(q, w[use], high[use])[0]
        use = use[(at_gap > 0) & (at_high < 0)]
    if use.size:
        left, right = np.full(use.size, GAP), high[use].copy()
        for _ in range(52):
            middle = (left + right) / 2
            positive = lindhard(q, w[use], middle)[0] > 0
            left = np.where(positive, middle, left)
            right = np.where(positive, right, middle)
        root = (left + right) / 2
        pole[use] = PI * penn_weight(root) / pole_slope(q, w[use], root)
    return continuum, pole


def loss_quadrature(q):
    """Nodes over every loss that the finite table can produce at q."""
    edge = q**2 / 2 + q * fermi_momentum(END)
    top = edge
    if lindhard(q, edge * (1 + 1e-10), END)[0] < 0:
        top = brentq(lambda w: lindhard(q, w, END)[0],
                     edge * (1 + 1e-10), 5 * (edge + END))
    extra = [x for x in (q**2 / 2, edge, GAP) if 0 < x < top]
    edges = np.union1d(top * np.linspace(0, 1, 121) ** 2, extra)
    return composite_gauss(edges, 8)


# ---- Tests of the Lindhard building block
lindhard_error = 0.0
for q, w, plasma in [(0.5, 0.3, 0.8), (0.5, 1.5, 0.8), (2.5, 1.0, 0.8),
                     (1.0, 0.9, 0.5), (1.0, 0.1, 0.8)]:
    closed = complex(*lindhard(q, w, plasma))
    defined = lindhard_by_contour(q, w, plasma)
    lindhard_error = max(lindhard_error, abs(closed - defined))
assert lindhard_error < 1e-7

step = 1e-5
difference = (lindhard(0.5, 1.2, 0.9 + step)[0]
              - lindhard(0.5, 1.2, 0.9 - step)[0]) / (2 * step)
assert abs(-difference / pole_slope(0.5, 1.2, 0.9) - 1) < 1e-6
limit = np.sqrt(4 / (3 * PI)) * (1.2 / 0.5 - 0.25) ** 1.5
assert np.all(np.diff(lindhard(0.5, 1.2, np.linspace(0.1, 0.999 * limit,
                                                     400))[0]) < 0)

single_gas_errors = []
for q in (0.4, 2.0):
    plasma = 0.8
    kf = fermi_momentum(plasma)
    edge = q**2 / 2 + q * kf

    def weighted_loss(w):
        real, imag = lindhard(q, w, plasma)
        return w * imag / (real**2 + imag**2)

    kink = abs(q * kf - q**2 / 2)
    total = (quad(weighted_loss, 0, kink, limit=200)[0]
             + quad(weighted_loss, kink, edge, limit=200)[0])
    if lindhard(q, edge * (1 + 1e-10), plasma)[0] < 0:
        line = brentq(lambda w: lindhard(q, w, plasma)[0],
                      edge * (1 + 1e-10), 5.0)
        slope = (lindhard(q, line + step, plasma)[0]
                 - lindhard(q, line - step, plasma)[0]) / (2 * step)
        total += PI * line / slope
    single_gas_errors.append(abs(total / (PI * plasma**2 / 2) - 1))
assert max(single_gas_errors) < 1e-5

# ---- Recovery of the input and its leading momentum correction
test_w = np.linspace(8.1, 100, 150) / HARTREE_EV
input_loss = optical_loss(test_w)
deviations = []
for q in (0.04, 0.02):
    continuum, pole = full_penn(q, test_w)
    assert np.all(continuum == 0)
    deviations.append(pole - input_loss)
max_deviation = [np.max(np.abs(d)) for d in deviations]
recovery_ratio = max_deviation[0] / max_deviation[1]
assert max_deviation[1] < 2e-3
assert 3.8 < recovery_ratio < 4.2
predicted = (-0.3 * fermi_momentum(test_w) ** 2 / test_w
             * (4 * input_loss / (3 * test_w) + spline_slope(test_w)))
coefficient_error = (np.max(np.abs(deviations[1] / 0.02**2 - predicted))
                     / np.max(np.abs(predicted)))
assert coefficient_error < 0.02

# ---- Sum rules and independent imaginary-frequency superposition
input_sum = np.sum(W_weights * W_nodes * optical_loss(W_nodes))
input_inverse = 2 / PI * np.sum(W_weights * optical_loss(W_nodes) / W_nodes)
to_electrons = 2 / PI / (4 * PI * monomer_density)
input_electrons = input_sum * to_electrons
assert abs(input_electrons / valence_electrons - 1) < 2e-3
assert abs(input_inverse / targets[1] - 1) < 5e-3
g_nodes = penn_weight(W_nodes)
scan_ev = np.arange(5.05, 150, 0.1)
rows, sum_errors, axis_errors, static_errors = [], [], [], []
for q_nm in (2.0, 10.0, 20.0, 40.0):
    q = q_nm * BOHR_NM
    w, dw = loss_quadrature(q)
    continuum, pole = full_penn(q, w)
    loss = continuum + pole
    output_sum = np.sum(dw * w * loss)
    sum_errors.append(abs(output_sum / input_sum - 1))
    for frequency in (0.5, 1.5):
        from_output = 2 / PI * np.sum(dw * w * loss / (w**2 + frequency**2))
        from_gases = np.sum(W_weights * g_nodes
                            * (1 - 1 / lindhard_imaginary(q, frequency,
                                                          W_nodes)))
        axis_errors.append(abs(from_output / from_gases - 1))
    inverse = 2 / PI * np.sum(dw * loss / w)
    polarization = lindhard(q, 0.0, W_nodes)[0] - 1
    static = np.sum(W_weights * g_nodes * polarization / (1 + polarization))
    static_errors.append(abs(inverse / static - 1))
    hubbard = 0.5 * q**2 / (q**2 + fermi_momentum(W_nodes) ** 2)
    static_exchange = np.sum(W_weights * g_nodes * polarization
                             / (1 + (1 - hubbard) * polarization))
    below_gap = np.sum((dw * loss)[w < GAP]) / np.sum(dw * loss)
    peak = scan_ev[np.argmax(sum(full_penn(q, scan_ev / HARTREE_EV)))]
    rows.append((q_nm, peak, q**2 / 2 * HARTREE_EV,
                 output_sum * to_electrons,
                 100 * np.sum(dw * w * pole) / output_sum, inverse,
                 100 * below_gap, 100 * (static_exchange / static - 1)))
assert max(sum_errors) < 1e-3
assert max(axis_errors) < 2e-3
assert max(static_errors) < 3e-3

# ---- Momentum range of an electron typical of EUV exposure
fine_ev = np.arange(5, 100, 0.01)
fine_loss = optical_loss(fine_ev / HARTREE_EV)
peak_ev = fine_ev[np.argmax(fine_loss)]
electron_ev = 80.0
k_before = np.sqrt(2 * electron_ev / HARTREE_EV)
k_after = np.sqrt(2 * (electron_ev - peak_ev) / HARTREE_EV)
angle = np.linspace(0, PI, 1001)
transfer = np.hypot(k_before - k_after * np.cos(angle),
                    k_after * np.sin(angle)) / BOHR_NM
fermi_ev = fermi_momentum(peak_ev / HARTREE_EV) ** 2 / 2 * HARTREE_EV
thermal_ev = const.k * 300 / const.e

print("Rough PMMA-like stand-in table, not measured data")
print(f"density {density_g_cm3:.1f} g/cm3, refractive index "
      f"{refractive_index:.1f}")
print(f"table from {gap_ev:.0f} to {end_ev:.0f} eV, {len(table_w)} points")
for j in (0, 1):
    print(f"feature {j+1}: energy {feature_energy_ev[j]:.0f} eV, width "
          f"{feature_width_ev[j]:.0f} eV, strength "
          f"{strengths[j]*HARTREE_EV**2:.1f} eV^2")
print(f"onset width {onset_width_ev:.0f} eV")
print(f"input peak {peak_ev:.2f} eV, height {np.max(fine_loss):.4f}")
print(f"input f-sum {input_electrons:.3f} electrons per monomer")
print(f"input inverse moment {input_inverse:.4f} (dimensionless)")
print(f"Lindhard closed form, largest error {lindhard_error:.1e}")
print(f"single-gas f-sum, largest relative error {max(single_gas_errors):.1e}")
print("Recovery at q = 0.02 inverse bohr "
      f"= {0.02/BOHR_NM:.3f} nm^-1:")
sample_ev = np.array([10.0, 21.0, 40.0, 80.0])
sample_out = sum(full_penn(0.02, sample_ev / HARTREE_EV))
for energy, output in zip(sample_ev, sample_out):
    print(f"  {energy:.0f} eV: input "
          f"{float(optical_loss(energy/HARTREE_EV)):.6f}, output {output:.6f}")
print(f"largest deviation, q=0.04: {max_deviation[0]:.2e}; "
      f"q=0.02: {max_deviation[1]:.2e}")
print(f"deviation ratio on halving q {recovery_ratio:.3f}")
print(f"q^2 coefficient, relative error {coefficient_error:.1e}")
for row in rows:
    print(f"q = {row[0]:.0f} nm^-1: peak {row[1]:.1f} eV, "
          f"free recoil {row[2]:.2f} eV")
    print(f"  f-sum {row[3]:.3f} electrons, pole share {row[4]:.2f} %, "
          f"inverse moment {row[5]:.4f}")
    print(f"  loss area below gap {row[6]:.3f} %, "
          f"Hubbard change of static response {row[7]:.2f} %")
print(f"f-sum, largest relative error {max(sum_errors):.1e}")
print(f"imaginary-axis check, largest relative error {max(axis_errors):.1e}")
print(f"static check, largest relative error {max(static_errors):.1e}")
print(f"{electron_ev:.0f} eV electron losing {peak_ev:.2f} eV: q from "
      f"{transfer.min():.2f} to {transfer.max():.2f} nm^-1")
print(f"core electrons left out {core_electrons} of "
      f"{core_electrons+valence_electrons} = "
      f"{100*core_electrons/(core_electrons+valence_electrons):.1f} %")
print(f"thermal energy at 300 K {thermal_ev:.4f} eV, Fermi energy at peak "
      f"{fermi_ev:.2f} eV, ratio {thermal_ev/fermi_ev:.4f}")
print("finished without a failed check")
```

Printed output:

```
Rough PMMA-like stand-in table, not measured data
density 1.2 g/cm3, refractive index 1.5
table from 5 to 280 eV, 221 points
feature 1: energy 21 eV, width 16 eV, strength 242.7 eV^2
feature 2: energy 38 eV, width 40 eV, strength 183.9 eV^2
onset width 3 eV
input peak 19.50 eV, height 0.8319
input f-sum 40.000 electrons per monomer
input inverse moment 0.5556 (dimensionless)
Lindhard closed form, largest error 7.2e-15
single-gas f-sum, largest relative error 4.3e-10
Recovery at q = 0.02 inverse bohr = 0.378 nm^-1:
  10 eV: input 0.291749, output 0.291312
  21 eV: input 0.812542, output 0.812418
  40 eV: input 0.202458, output 0.202493
  80 eV: input 0.025271, output 0.025276
largest deviation, q=0.04: 2.40e-03; q=0.02: 6.00e-04
deviation ratio on halving q 3.999
q^2 coefficient, relative error 7.5e-04
q = 2 nm^-1: peak 19.6 eV, free recoil 0.15 eV
  f-sum 40.000 electrons, pole share 100.00 %, inverse moment 0.5508
  loss area below gap 0.039 %, Hubbard change of static response 0.58 %
q = 10 nm^-1: peak 24.1 eV, free recoil 3.81 eV
  f-sum 40.000 electrons, pole share 96.71 %, inverse moment 0.4561
  loss area below gap 0.697 %, Hubbard change of static response 9.26 %
q = 20 nm^-1: peak 36.6 eV, free recoil 15.24 eV
  f-sum 40.000 electrons, pole share 31.14 %, inverse moment 0.2881
  loss area below gap 0.766 %, Hubbard change of static response 13.53 %
q = 40 nm^-1: peak 75.5 eV, free recoil 60.96 eV
  f-sum 40.000 electrons, pole share 0.40 %, inverse moment 0.0813
  loss area below gap 0.228 %, Hubbard change of static response 7.36 %
f-sum, largest relative error 5.9e-06
imaginary-axis check, largest relative error 9.9e-06
static check, largest relative error 1.1e-05
80 eV electron losing 19.50 eV: q from 5.97 to 85.67 nm^-1
core electrons left out 14 of 54 = 25.9 %
thermal energy at 300 K 0.0259 eV, Fermi energy at peak 15.45 eV, ratio 0.0017
finished without a failed check
```
